# Static lattice dielectric tensor from mode strengths, and vanishing acoustic terms, part 2

The problem is the dielectric tensor of an insulating crystal with fixed cell shape, including the motion of its ions. Hartree atomic units are used, with $D = E + 4\pi P$. $E$ is the total macroscopic field, and $P$ is the change from the zero-field polarization $P^s$. The cell has volume $\Omega$ and $N$ ions of mass $M_\kappa$ (total $M_{\rm tot}$), with displacements $u_{\kappa\gamma}$ and forces $f_{\kappa\gamma}$. With relaxed electrons, the electric enthalpy per cell is

$$ F = F_0 - \Omega E^T P^{s} + \tfrac12 u^T C u - E^T Z u - \tfrac{\Omega}{2} E^T \chi^\infty E . $$

Here $C$ holds the zone-centre force constants at $E=0$, $\chi^\infty$ is the clamped-ion susceptibility, and $\varepsilon^\infty = 1 + 4\pi\chi^\infty$. Hence

$$ f = -C u + Z^T E , \qquad P = \frac{1}{\Omega} Z u + \chi^\infty E , \tag{1} $$

with the Born charges

$$ Z_{\alpha,\kappa\gamma} = Z^*_{\kappa,\alpha\gamma} = \Omega\, \frac{\partial P_\alpha}{\partial u_{\kappa\gamma}}\bigg|_{E=0} = \frac{\partial f_{\kappa\gamma}}{\partial E_\alpha}\bigg|_{u=0} . \tag{2} $$

With $M$ the diagonal mass matrix, $\mathcal D = M^{-1/2}CM^{-1/2}$ has orthonormal eigenvectors $e_m$ and eigenvalues $\omega_m^2$. The mode charge is $p_m = ZM^{-1/2}e_m$, and the strength is $p_mp_m^T$. The three acoustic modes have zero frequency and are translations along unit vectors $n$:

$$ e_{\kappa\gamma} = \sqrt{\frac{M_\kappa}{M_{\rm tot}}}\; n_\gamma . \tag{4} $$

The Born charges sum to the cell charge $Q$ times the unit tensor, so acoustic modes have $p = Qn/\sqrt{M_{\rm tot}}$. In a static field a charged cell accelerates. In a neutral cell the acoustic amplitudes are arbitrary but leave $P$ unchanged, and the other $3N-3$ modes, called optical, give the static tensor

$$ \boxed{\; \varepsilon^0_{\alpha\beta} = \varepsilon^\infty_{\alpha\beta} + \frac{4\pi}{\Omega}\sum_{m\,\rm optical}\frac{p_{m\alpha}\,p_{m\beta}}{\omega_m^2} \;} \tag{9} $$

The opening example is a neutral model crystal with three ions per cell, driven at angular frequency $10^{-5}$ hartree. Its lattice contribution to the $xx$ element is $3.11$. Raising the cation charge by $0.1\,e$, with a fixed uniform compensating background and the ions relaxed again, changes this to $-21.9$.

### The acoustic term at finite frequency

Let the field oscillate as $\cos\omega t$, with $\omega$ far below the electronic excitations, so that $\varepsilon^\infty$ keeps its static value. Damping is neglected. Newton's equation $M\ddot u = f$ gives, for the amplitudes,

$$ (C - \omega^2 M)\,u = Z^T E . \tag{10} $$

The expansion $M^{1/2}u = \sum_m a_m e_m$ now leads to $(\omega_m^2-\omega^2)a_m = p_m\cdot E$. No mode has an undetermined amplitude as long as $\omega$ is nonzero and differs from every $\omega_m$. The dielectric tensor is

$$ \varepsilon(\omega) = \varepsilon^\infty + \frac{4\pi}{\Omega}\sum_{m\,\rm optical}\frac{p_m p_m^T}{\omega_m^2-\omega^2} - \frac{4\pi Q^2}{\Omega M_{\rm tot}\,\omega^2}\,\mathbb 1 . \tag{11} $$

The last term comes from the three acoustic modes. Each has $\omega_m = 0$ and strength $Q^2 nn^T/M_{\rm tot}$, and the sum of $nn^T$ over three orthogonal directions is the unit tensor $\mathbb 1$.

For a neutral cell the acoustic term is zero at every $\omega \ne 0$, and hence also in the limit $\omega\to0$. The limit agrees with the static argument of Part 1. For a charged cell the term diverges. Its sign is that of a free particle of charge $Q$ and mass $M_{\rm tot}$, whose displacement in an oscillating field is opposite to the force on it.

The opening numbers can now be accounted for. With $Q = 0.1$, $\Omega = 285.184$ bohr³, $M_{\rm tot} = 173174.4\,m_e$ and $\omega = 10^{-5}$ hartree,

$$ -\frac{4\pi Q^2}{\Omega M_{\rm tot}\omega^2} = -\frac{0.12566}{285.184\times 173174.4\times 10^{-10}} = -25.44 . $$

The optical modes of the charged crystal contribute $3.55$, and the sum is $-21.89$, equal to the direct solution of equation (10). The optical part differs from the neutral value $3.11$ because the changed cation charge alters the force constants and the Born charges. The small shift of the relaxed positions that accompanies it has almost no effect on this number.

In the neutral crystal the driven value is $3.1146$ and the static one $3.1144$. The small excess is expected from equation (11): each optical term is enlarged by a relative amount close to $\omega^2/\omega_m^2$, which is about $7\times10^{-5}$ for $\omega_m = 1.2\times10^{-3}$ hartree.

### Residual charge in computed Born tensors

Numerical Born charges may have a small nonzero sum $R_{\alpha\gamma} = \sum_\kappa Z^*_{\kappa,\alpha\gamma}$, for instance from incomplete convergence. Including the acoustic modes in a static sum then divides a small number by a numerical zero, and the quotient has no physical content. Those modes must be identified and left out. Neutrality can also be restored by

$$ Z^*_\kappa \;\to\; Z^*_\kappa - w_\kappa R , \qquad \sum_\kappa w_\kappa = 1 . $$

The choice $w_\kappa = M_\kappa/M_{\rm tot}$ changes an optical mode charge by

$$ -\sum_\gamma R_{\alpha\gamma}\,\frac{1}{M_{\rm tot}}\sum_\kappa \sqrt{M_\kappa}\;e_{m,\kappa\gamma} = 0 . $$

The inner sum vanishes because an optical eigenvector is orthogonal to the acoustic vectors (4). This correction therefore gives the same result as leaving out the acoustic modes without correcting the charges. Both make the static result depend weakly on the masses when $R\ne0$, although the true static response does not. Equal weights $w_\kappa = 1/N$ avoid that dependence, but they alter the optical mode charges when the masses differ. A choice of weights restores the true charges only if the error happens to be shared among the ions in the proportions $w_\kappa$, and the sum $R$ does not show how it is shared. The difference between the two choices is not an error estimate: it is proportional to $M_\kappa/M_{\rm tot} - 1/N$, so it vanishes for equal masses and is small for similar masses, while the error left in the static tensor can be much larger.

The static tensor can also be found without diagonalization. Let $t_a$ be the translations along $x$, $y$ and $z$, so that $t_a^Tt_b = N\delta_{ab}$, and choose any $\lambda > 0$. Solve

$$ \Big(C + \lambda\sum_a t_a t_a^T\Big)u = Z^T E . $$

Multiplication by $t_b^T$ gives $\lambda N\, t_b^T u = 0$ for a neutral cell. The added term then vanishes on the solution, which satisfies $Cu = Z^TE$ and has no translational part. This requires charges that sum to zero. If a residual $R$ is left in $Z$, the result is the equal-weight tensor plus a spurious term $4\pi RR^T/(\Omega\lambda N^2)$ that depends on $\lambda$, so neutrality should be restored first.

### Which frequencies belong in the sum

The frequencies in equation (9) are those at zero macroscopic field. A long-wavelength vibration with wavevector along $n$ can instead carry a longitudinal field $E = \mathcal E n$, fixed by $n\cdot D = 0$. From equation (1),

$$ 0 = \mathcal E\, n\cdot\varepsilon^\infty n + \frac{4\pi}{\Omega}\, n\cdot Zu \quad\Rightarrow\quad \mathcal E = -\frac{4\pi}{\Omega}\,\frac{n\cdot Zu}{\varepsilon^\infty_n} , \qquad \varepsilon^\infty_n = n\cdot\varepsilon^\infty n . $$

The force $-Cu + Z^Tn\,\mathcal E$ is again linear in $u$. After mass weighting, the dynamical matrix becomes

$$ \mathcal D^{L} = \mathcal D + g\, b b^T , \qquad b = M^{-1/2}Z^Tn , \qquad g = \frac{4\pi}{\Omega\,\varepsilon^\infty_n} . $$

The components of $b$ in the mode basis are $e_m^Tb = n\cdot p_m$. In a neutral crystal $b$ has no acoustic component, so the extra term acts within the optical space, where $\mathcal D$ can be inverted. There

$$ s \equiv b^T\mathcal D^{-1}b = \sum_{m\,\rm optical}\frac{(n\cdot p_m)^2}{\omega_m^2} , \qquad \frac{4\pi}{\Omega}\,s = \varepsilon^0_n - \varepsilon^\infty_n , \tag{12} $$

with $\varepsilon^0_n = n\cdot\varepsilon^0n$. To compare determinants, write

$$ \mathcal D^L = \mathcal D^{1/2}\,(\mathbb 1 + g\,vv^T)\,\mathcal D^{1/2} , \qquad v = \mathcal D^{-1/2}b . $$

The matrix in the middle has the eigenvalue $1+g\,v^Tv = 1+gs$ along $v$, and the eigenvalue 1 in all directions orthogonal to $v$. Hence

$$ \prod_{m\,\rm optical}\frac{(\omega_m^{L})^2}{\omega_m^2} = 1+gs = \frac{\varepsilon^0_n}{\varepsilon^\infty_n} . \tag{13} $$

This is a generalized Lyddane–Sachs–Teller relation. The product runs over all optical modes, including any that the field leaves unchanged.

Equation (13) also fixes the error made by using the longitudinal modes in the dielectric sum. Direct multiplication shows that $\mathcal D^L\mathcal D^{-1}b = b\,(1+gs)$, and therefore $(\mathcal D^L)^{-1}b = \mathcal D^{-1}b/(1+gs)$. The sum formed with longitudinal frequencies and eigenvectors is

$$ \frac{4\pi}{\Omega}\,b^T(\mathcal D^L)^{-1}b = \frac{4\pi}{\Omega}\,\frac{s}{1+gs} = (\varepsilon^0_n-\varepsilon^\infty_n)\,\frac{\varepsilon^\infty_n}{\varepsilon^0_n} . \tag{14} $$

It is too small by the factor $\varepsilon^0_n/\varepsilon^\infty_n$. For $n = (1,2,2)/3$ in the neutral example, this factor is $3.027$. The correct lattice part along $n$ is $3.462$, and the longitudinal modes give $3.462/3.027 = 1.144$. A dynamical matrix passed to equation (9) must therefore not contain the direction-dependent field term $g\,bb^T$.

### A microscopic model with all the ingredients

The example is the primitive cell of a slightly strained face-centred cubic lattice with round parameters and represents no material. It contains a rigid cation A of charge $+2$ and two anions X and Y of charge $-1$. Each anion consists of a core and a massless shell, and the shells play the part of the electrons. The cell is fixed and the ions are relaxed in it.

Every particle carries its charge $q_j$ as a Gaussian of width $w$. With $S(G) = \sum_j q_j e^{-iG\cdot r_j}$, the Fourier components of the charge density are $\rho_G = S(G)\,e^{-G^2w^2/2}/\Omega$. Poisson's equation gives the potential $4\pi\rho_G/G^2$, and the energy per cell is half the charge times the potential:

$$ U_C = \frac{\Omega}{2}\sum_{G\neq0}\frac{4\pi|\rho_G|^2}{G^2} = \frac{2\pi}{\Omega}\sum_{G\ne0}\frac{|S(G)|^2}{G^2}\,e^{-G^2w^2} . $$

Leaving out $G = 0$ sets the macroscopic field to zero, as $C$ requires. Exponential repulsion between the cation and the anion shells, and a spring between each core and its shell, complete the energy.

Let $H$ be the second-derivative matrix of this energy, with blocks for nuclei ($n$, which here means the cation and the cores) and shells ($s$). Let $q_n$ and $q_s$ be the matrices that turn displacements into dipoles, and let $x$ be the shell displacements. The part of the enthalpy that contains $x$ is

$$ \tfrac12x^TH_{ss}x + x^Tc , \qquad c = H_{sn}u - q_s^TE . $$

Its minimum lies at $x = -H_{ss}^{-1}c$ and has the value $-\tfrac12c^TH_{ss}^{-1}c$. Multiplying this out, adding the terms without $x$, and comparing with the second-order form of $F$ in Part 1 gives

$$ C = H_{nn}-H_{ns}H_{ss}^{-1}H_{sn} , \quad Z = q_n-q_sH_{ss}^{-1}H_{sn} , \quad \Omega\chi^\infty = q_sH_{ss}^{-1}q_s^T . $$

The Born charges thus contain the shells' response to the ionic motion. For the cation this gives $Z^*_{xx} = 2.087$, not the bare value 2.

### Worked numbers

The $xx$ Born charges of A, X and Y add up as

$$ 2.0874 - 1.0587 - 1.0287 = 0 , $$

and the $xy$ elements as $0.0085-0.0052-0.0033 = 0$. When the charges are obtained independently, by displacing each ion and relaxing the shells, the largest element of the sum is $2.2\times10^{-9}\,e$. The cation has $Z^*_{xy} = 0.0085$ but $Z^*_{yx} = 0.0087$, a small instance of the asymmetry allowed by equation (2).

The prefactor in the mode sum is $4\pi/\Omega = 12.5664/285.184 = 0.044064$. Optical mode 5 has $\omega = 1.1960\times10^{-3}$ hartree and $p_x = 8.2465\times10^{-3}\,e/\sqrt{m_e}$. The powers of ten cancel in the ratio, and its $xx$ term is

$$ 0.044064\times\Big(\frac{8.2465}{1.1960}\Big)^2 = 2.095 . $$

The six optical modes together give

$$ 0.037+0.003+0.002+0.066+2.095+0.912 = 3.115 . $$

Before the terms are rounded, the sum is $3.114$. Adding $\varepsilon^\infty_{xx} = 1.699$ gives $\varepsilon^0_{xx} = 4.81$. Unlike the diagonal terms, off-diagonal terms can have either sign. For $xy$, the products $p_xp_y$ give

$$ -0.013-0.015-0.005-0.325+1.319-0.792 = 0.169 , $$

or $0.170$ before the terms are rounded. With $\varepsilon^\infty_{xy} = 0.002$ the total is $0.172$. A code that keeps the squares of the mode charges but discards their signs would lose this cancellation.

The optical frequencies lie between $1.067$ and $1.319\times10^{-3}$ hartree, or 234 and 290 cm$^{-1}$. This range is narrow, so the large differences between the mode contributions come mainly from the mode charges. The trace of the lattice part is $9.53$, and modes 1 to 3 together contribute only $0.26$ to it, about 3 per cent.

The numerical check compares equation (9) with a calculation that uses neither modes nor Born charges. All ions and shells are relaxed in small fields of opposite sign, and $\varepsilon^0$ is taken from the difference of the dipoles. With fields of $\pm10^{-5}$ atomic units, the largest difference between the two tensors is $1.5\times10^{-8}$, for diagonal elements near 5. It is the error of the finite difference and grows as the square of the field. This agreement confirms the algebra within the model. It says nothing about how well such a model would describe a real crystal.

## Computed values

```
cube edge before strain (bohr): 10.4
strain row 1: 0.020 0.010 -0.015
strain row 2: 0.010 -0.010 0.020
strain row 3: -0.015 0.020 0.005
cell volume (bohr^3): 285.184
charges A, Xcore, Ycore, Xshell, Yshell (e): 2.0 1.2 1.8 -2.2 -2.8
Gaussian width, repulsion decay (bohr): 0.8 0.55
repulsion A-X, A-Y (hartree): 60.0 75.0
springs X, Y (hartree/bohr^2): 0.3 0.1
masses A, X, Y (u): 40.0 20.0 35.0
total mass (electron masses): 173174.4
Born charge A, P along x (e): 2.0874 0.0085 -0.0118
Born charge A, P along y (e): 0.0087 2.0642 0.0153
Born charge A, P along z (e): -0.0119 0.0151 2.0755
Born charge X, P along x (e): -1.0587 -0.0052 0.0067
Born charge X, P along y (e): -0.0053 -1.0549 -0.0087
Born charge X, P along z (e): 0.0068 -0.0086 -1.0565
Born charge Y, P along x (e): -1.0287 -0.0033 0.0051
Born charge Y, P along y (e): -0.0034 -1.0092 -0.0066
Born charge Y, P along z (e): 0.0051 -0.0065 -1.0189
largest |sum of Born charges|, displaced ions (e): 2.2e-09
largest acoustic |p| (e/sqrt(m_e)): 6.1e-18
modes: omega (1e-3 hartree) | p (1e-3 e/sqrt(m_e)) | eps xx yy zz
optical 1: 1.0670 | -0.9723 0.3378 1.2235 | 0.0366 0.0044 0.0579
optical 2: 1.0844 | 0.2787 -1.4408 -0.8486 | 0.0029 0.0778 0.0270
optical 3: 1.1044 | -0.2228 0.6810 -1.0419 | 0.0018 0.0168 0.0392
optical 4: 1.1526 | -1.4095 6.9421 7.2573 | 0.0659 1.5984 1.7469
optical 5: 1.1960 | 8.2465 5.1929 -3.3118 | 2.0949 0.8307 0.3379
optical 6: 1.3192 | -6.0027 5.2078 -6.2481 | 0.9124 0.6867 0.9885
lowest, highest optical (cm^-1): 234.2 289.5
eps_inf row x: 1.6987 0.0023 -0.0031
eps_inf row y: 0.0023 1.7083 0.0041
eps_inf row z: -0.0031 0.0041 1.7032
eps0 row x, mode sum: 4.8131 0.1721 -0.2805 | finite field: 4.8131 0.1721 -0.2805
eps0 row y, mode sum: 0.1721 4.9231 0.3576 | finite field: 0.1721 4.9231 0.3576
eps0 row z, mode sum: -0.2805 0.3576 4.9006 | finite field: -0.2805 0.3576 4.9006
largest eps0 difference: 1.5e-08
n=(1,2,2)/3: LO/TO product 3.02682, eps ratio 3.02682
lattice part along n: right 3.4623, with LO modes 1.1439
slow drive omega (hartree): 1.0e-05
neutral lattice part xx: driven 3.1146, static 3.1144
control excess charge (e): 0.100; Born sum diagonal (e): 0.1000 0.1000 0.1000
control xx: driven -21.8925, optical 3.5524, acoustic -25.4449
```
